\section*{Coupling Threshold for a First-Order Nonpolar Saddle in a Ferroelectric Ring}

\section{Result and conventions}

A ring of $N\ge 2$ cells has one polar displacement $u_i$ per cell, with $u_{N+1}=u_1$, and the potential energy
\begin{equation}
V=\sum_{i=1}^{N}\left[-\frac a2u_i^2+\frac b4u_i^4+\frac k2(u_{i+1}-u_i)^2\right],\qquad a,b,k>0. \label{V}
\end{equation}
The uniform nonpolar configuration $u_i=0$ is a nondegenerate first-order saddle if and only if
\begin{equation}
k>k_c=\frac{a}{4\sin^2(\pi/N)} . \label{kc}
\end{equation}
The order of a saddle is the number of negative eigenvalues of its Hessian, and nondegenerate means that no eigenvalue is zero. The minimum coupling is thus a limit that must be exceeded. At $k=k_c$ itself some eigenvalues vanish, and the quartic term decides what happens.

A single well has minima at $\pm u_0$ with $u_0^2=a/b$. Its depth is
\begin{equation}
E_b=\frac a2u_0^2-\frac b4u_0^4=\frac{a^2}{4b},\qquad\text{so that}\qquad a=\frac{4E_b}{u_0^2}.
\end{equation}
The uniform polar states $u_i=\pm u_0$ have no coupling energy and lie at $V=-NE_b$. Barriers are measured from there.

\section{Two cells}

For $N=2$ the sum in (\ref{V}) counts two bonds between the same pair, so the coupling energy is $k(u_1-u_2)^2$. With $u_1=s+d$ and $u_2=s-d$,
\begin{equation}
V=-as^2-(a-4k)d^2+\frac b2\left(s^4+6s^2d^2+d^4\right). \label{V2}
\end{equation}
The origin is always unstable along $s$. It is stable along $d$ if $k>a/4$, which is (\ref{kc}) with $\sin^2(\pi/2)=1$.

The other stationary points show what replaces the uniform saddle. The conditions are
\begin{align}
2s\left(-a+bs^2+3bd^2\right)&=0,\\
2d\left(-(a-4k)+bd^2+3bs^2\right)&=0 .
\end{align}
If $s$ and $d$ are both nonzero, three times the first bracket minus the second gives $8bd^2=2a+4k$. Hence $d^2=(a+2k)/4b$ and $s^2=(a-6k)/4b$, which requires $k<a/6$. If $s=0$ and $d\neq0$, then $d^2=(a-4k)/b$, which requires $k<a/4$. At this point
\begin{equation}
\frac{\partial^2V}{\partial s^2}=-2a+6bd^2=4(a-6k),\qquad
\frac{\partial^2V}{\partial d^2}=4(a-4k).
\end{equation}
For $a/6<k<a/4$ the antiparallel state is therefore a first-order saddle. Steepest descent from it towards $s>0$ must end at $u_i=+u_0$, the only lower stationary point on that side; descent towards $s<0$ ends at $-u_0$. Every path between the polar states crosses $s=0$, where this saddle is the lowest point. The barrier in this window is
\begin{equation}
\frac{a^2}{2b}-\frac{(a-4k)^2}{2b}=\frac{4k(a-2k)}{b}.
\end{equation}
At $k=a/4$ it equals $a^2/2b=2E_b$, the barrier of uniform reversal. For $k<a/6$ the antiparallel state is a local minimum, and reversal can pause there with one cell switched.

\section{Any ring}

The gradient of (\ref{V}) is
\begin{equation}
\frac{\partial V}{\partial u_i}=-au_i+bu_i^3+k(2u_i-u_{i+1}-u_{i-1}). \label{grad}
\end{equation}
At $u=0$ the cubic term does not contribute to the Hessian. The rest is unchanged by a shift along the ring, so its eigenvectors are the waves $e^{iq_mj}$ with $q_m=2\pi m/N$ and $m=0,\dots,N-1$. Acting on such a wave, the coupling term gives $k(2-e^{iq_m}-e^{-iq_m})=2k(1-\cos q_m)$, and therefore
\begin{equation}
\lambda_m=-a+4k\sin^2\frac{\pi m}{N}. \label{lam}
\end{equation}
The uniform mode has $\lambda_0=-a<0$ at any coupling, because it stretches no bond. The waves $m$ and $N-m$ are degenerate, and $\sin^2(\pi m/N)$ grows with $m$ up to $N/2$. The smallest remaining eigenvalue is thus $\lambda_1$. All other eigenvalues are positive exactly when $\lambda_1>0$, which is (\ref{kc}).

Just below $k_c$ the order is 2 for $N=2$, where $m=1$ is a single mode, and 3 for $N\ge3$, where it is a pair. As a test, the Hessian was built by finite differences of $V$ for $N=2,3,4,5,8,12$. Its second-lowest eigenvalue vanished at $k_c$ to within a relative error of $10^{-5}$, and the order had the stated values at $0.99k_c$ and $1.01k_c$.

\paragraph{Long rings.} For $N\gg1$, $\sin(\pi/N)\approx\pi/N$ and
\begin{equation}
k_c\approx\frac{aN^2}{4\pi^2}.
\end{equation}
A long wave stretches each bond only slightly, so a stiff coupling is needed to stabilize it. Conversely, at fixed $k>a/4$ the uniform point is a first-order saddle only for
\begin{equation}
N<\frac{\pi}{\arcsin\sqrt{a/4k}} . \label{Nmax}
\end{equation}
For $k\le a/4$ no ring with $N\ge2$ satisfies (\ref{kc}).

\section{At and above the threshold}

Expanding a configuration with $\sum_ix_i=0$ in the waves $m\neq0$ gives
\begin{equation}
\sum_i(x_{i+1}-x_i)^2\ \ge\ 4\sin^2\frac{\pi}{N}\sum_ix_i^2 . \label{ineq}
\end{equation}
Applied to $u$ on the hyperplane $\sum_iu_i=0$, this yields for $k\ge k_c$
\begin{equation}
V\ \ge\ \frac12\left(4k\sin^2\frac\pi N-a\right)\sum_iu_i^2+\frac b4\sum_iu_i^4\ \ge\ \frac b4\sum_iu_i^4 . \label{hyper}
\end{equation}
At $k=k_c$ the energy still rises from $u=0$ in every direction within the hyperplane, though only as the fourth power along the soft waves. The uniform direction remains the one that descends.

The same bound fixes the switching barrier. A continuous path from $-u_0$ to $+u_0$ must cross $\sum_iu_i=0$, where $V\ge0$. The uniform path $u_i=s$ has $V=N(-as^2/2+bs^4/4)\le0$ for $|s|\le u_0$ and reaches $V=0$ at $s=0$. For $k\ge k_c$ the lowest possible barrier is therefore $NE_b$.

There is also no competing saddle. Let $d_i=u_i-u_{i+1}$ at a stationary point. Subtract (\ref{grad}) for cell $i+1$ from that for cell $i$, multiply by $d_i$ and sum:
\begin{equation}
-a\sum_id_i^2+b\sum_id_i\left(u_i^3-u_{i+1}^3\right)+k\sum_i(d_{i+1}-d_i)^2=0 .
\end{equation}
Since $\sum_id_i=0$, (\ref{ineq}) makes the last term at least $a\sum_id_i^2$ when $k\ge k_c$. The middle sum then cannot be positive. But each of its terms is positive unless $d_i=0$, because $u^3$ increases with $u$. All $d_i$ vanish, and the only stationary points are $u_i=0$ and $u_i=\pm u_0$.

\section{Below the threshold}

For $k<k_c$ the uniform point can be bypassed. Let $w_i=\sqrt2\cos(2\pi i/N)$ for $N\ge3$, or $w_i=(-1)^i$ for $N=2$, so that $\sum_iw_i=0$ and $\sum_iw_i^2=N$. On the half circle $u_i=r(\cos\theta+w_i\sin\theta)$, $0\le\theta\le\pi$,
\begin{equation}
V=\frac{Nr^2}{2}\left(-a\cos^2\theta+\lambda_1\sin^2\theta\right)+O(r^4).
\end{equation}
Both coefficients are negative, so $V<0$ along the whole arc if $r$ is small. Its ends lie on the uniform line and connect to $\pm u_0$ with $V<0$. The lowest barrier is then smaller than $NE_b$.

The size of the reduction near threshold follows from the soft wave $u_i=A\cos(2\pi i/N+\varphi)$. From $\cos^4x=\frac38+\frac12\cos2x+\frac18\cos4x$, the ring sum of $\cos^4$ is $3N/8$ for $N\ge3$, $N\ne4$; for $N=4$ the $\cos4x$ term survives. Hence
\begin{equation}
V=N\left(\frac{\lambda_1A^2}{4}+\frac{3bA^4}{32}\right),\qquad
A^2=-\frac{4\lambda_1}{3b},\qquad
V_{\min}=-\frac{N\lambda_1^2}{6b}. \label{drop}
\end{equation}
The other waves are driven by a force of order $A^3$ against a finite stiffness, which changes the energy only at order $A^6$, that is $|\lambda_1|^3$.

For even $N\ge6$, (\ref{drop}) is also the leading reduction of the barrier. Near threshold the stiff waves at the hyperplane minimum are fixed uniquely by the soft ones. A half-ring shift combined with a change of sign leaves the soft waves unchanged, so it leaves the minimum $w$ unchanged as well (here $w$ denotes this minimum). Then $\sum_iw_i=\sum_iw_i^3=0$, the force has no uniform component, and $w$ is stationary in the full space. With $W=\sum_iw_i^2$,
\begin{equation}
V(s+tw)=N\left(-\frac a2s^2+\frac b4s^4\right)+\frac{3b}{2}s^2t^2W+V(tw).
\end{equation}
At $t=1$ the energy falls as $s$ grows from 0 to $s_1$, where $s_1^2=a/b-3W/N$. At $s=s_1$ it is a convex function of $t^2$, so on the way from $t=1$ to $t=0$ it stays below the larger of its end values. Near threshold $W$ is small and both lie below $V(w)$. The uniform line then leads down to $u_0$. The mirror path leads to $-u_0$, so $w$ sets the barrier. At $k=0.98k_c$ the computed hyperplane minima for $N=6$ and $N=8$ agree with (\ref{drop}) to within 1\%.

\section{An eight-cell example}

Take $N=8$, $E_b=0.1$ eV and $u_0=0.05$ nm, with a cell edge of 0.5 nm. The edge and the displacement are rough round values for ferroelectric hafnia; the well depth is a round value on the low side, as discussed at the end. The ring is a periodic supercell in which each $u_i$ describes a whole layer, uniform in its plane, and energies are per cell of cross-section. The polarization is taken to lie in the plane of the layers, so that walls between them carry no bound charge. Then
\begin{equation}
a=\frac{4\times0.1}{0.05^2}=160\ \text{eV/nm}^2,\qquad
k_c=\frac{160}{4\sin^2(\pi/8)}=273\ \text{eV/nm}^2 .
\end{equation}
The long-ring formula gives 259 eV/nm$^2$, 5\% below this. With $a$ fixed, $k_c$ is 40 eV/nm$^2$ for two cells and 1051 eV/nm$^2$ for sixteen. Three couplings show the three regimes; the numerical output follows the text.

\paragraph{Strong, $k=300$ eV/nm$^2$.} Here $\lambda_1=15.7$ eV/nm$^2$, the order is 1 and the barrier is $8\times0.1=0.8$ eV. Equation (\ref{Nmax}) gives $N<8.4$. The same material in a nine-cell supercell would have a higher-order saddle at the same point. A first-order saddle found in a small supercell does not establish the pathway of a larger one.

\paragraph{Intermediate, $k=200$ eV/nm$^2$.} Now $\lambda_1=-42.8$ eV/nm$^2$ and the order is 3. Equation (\ref{drop}) predicts a reduction of $8\times42.8^2/(6\times64000)=0.038$ eV, hence a barrier of 0.762 eV. The lowest hyperplane point found numerically is a first-order saddle at 0.761 eV, and the path constructed above nowhere rises above it.

\paragraph{Weak, $k=10$ eV/nm$^2$.} Since $4k=40$ eV/nm$^2$ is below $a$, all eight eigenvalues are negative. The cells can reverse one after another. With the first cell at $u=0$ and the others at $u_0$, the energy is $E_b+ku_0^2=0.125$ eV; the relaxed saddle lies at 0.128 eV. For the second cell there is one complete wall, $2ku_0^2=0.05$ eV, and a cell at zero between opposite neighbours, which costs $E_b+ku_0^2$. The sum is 0.175 eV, and relaxation lowers it to 0.170 eV. Steepest descent from each of the eight saddles joins them into a continuous path whose highest point is 0.171 eV. This is an upper bound on the lowest barrier, about a fifth of the uniform value. The lowest hyperplane point found, 0.094 eV, is a numerical estimate of a lower bound. It contains two walls, each with an energy of about 30 mJ/m$^2$.

\section{Effects outside the model}

\paragraph{Field.} A force $f$ on each cell moves the uniform saddle to $u_s$, where $-au_s+bu_s^3=f$. The curvature $-a$ becomes $-a+3bu_s^2$, so
\begin{equation}
k_c(f)=\frac{a-3bu_s^2}{4\sin^2(\pi/N)} .
\end{equation}
A polarization of 50 $\mu$C/cm$^2$ corresponds to a charge of 7.8 $e$ per cell. At 1 MV/cm, $u_s=-0.0049$ nm and $k_c$ falls by 3\%, to 265 eV/nm$^2$. The saddle merges with a polar state when $|f|$ reaches the maximum of $|-au+bu^3|$ between the wells, $2au_0/(3\sqrt3)$. This uniform coercive field is 3.9 MV/cm for the values chosen, close to a rough breakdown field of 4 MV/cm. The closeness depends on the choice of $E_b$: at fixed $u_0$ and charge the coercive field is proportional to $E_b$, and $E_b=0.3$ eV would give about 12 MV/cm.

\paragraph{Second neighbours.} A second-neighbour coupling $rk$ adds $4rk\sin^2(2\pi m/N)$ to $\lambda_m$. Using $\sin^22x=4\sin^2x\cos^2x$, and for $|r|\le0.1$, where $m=1$ remains the softest wave,
\begin{equation}
k_c\ \to\ \frac{k_c}{1+4r\cos^2(\pi/N)} .
\end{equation}
For $r=0.1$ and $r=-0.1$ the threshold becomes 204 and 415 eV/nm$^2$. Long waves stretch second-neighbour bonds almost twice as far as first-neighbour bonds, so even a small $r$ matters.

\paragraph{Temperature and tunnelling.} Thermal motion of the stable modes about the saddle adds $3b\langle u_i^2\rangle$ to the mean curvature, with $\langle u_i^2\rangle=N^{-1}\sum_{m\ne0}k_BT/\lambda_m$ in the harmonic approximation. At 300 K and $k=300$ eV/nm$^2$ this is $0.52a$ for a cross-section of one cell. So large a first correction cannot be trusted as a value; it shows that (\ref{kc}) describes the potential energy and not the free energy. For a rigid layer of $M$ cells all energies grow by $M$ and the correction falls as $1/M$. Tunnelling is minor: with four oxygen atoms moving per cell, the crossover temperature $\hbar\sqrt{a/m}/(2\pi k_B)$, with $m$ the moving mass, is 19 K, and the parabolic-barrier factor for the unstable mode raises the rate at 300 K by 0.7\%. This is not the whole quantum correction. Every squared frequency is lower by $3a/m$ at the saddle than in the polar well, and with the zero-point motion of all eight modes included the harmonic rate at $k=300$ eV/nm$^2$ rises by about 17\%.

\paragraph{Beside real hafnia.} The cell size and the polarization are typical in size. The well depth is low: such a cell holds four formula units, so 0.1 eV per cell is 25 meV per formula unit, while calculated barriers for uniform switching are commonly several times larger and depend strongly on the assumed atomic path. On some paths the nonpolar midpoint can be a local minimum rather than the maximum assumed in (\ref{V}), and then (\ref{kc}) does not apply. The couplings were chosen to show the regimes and are not values for hafnia; weak coupling between its polar layers has been proposed from electronic-structure calculations. Films commonly switch at fields of roughly 1 to 2 MV/cm, below the uniform coercive field found here. One assumption that real films clearly break is the rigid layer. For a layer of $10\times10$ cells without an applied field, the two weak-coupling estimates above put the lowest barrier between about $100\times0.094\approx9$ eV and $100\times0.171\approx17$ eV. Even the lower figure is far beyond thermal reach at $k_BT=0.026$ eV. At zero field, thermally activated reversal of such a layer would have to start in a small region within it, which this ring cannot describe. An applied field lowers these barriers. Strain, other lattice modes and defects are also left out, and their effect on $k_c$ has not been sized.

\section*{Numbers as computed}
\begin{verbatim}
cells in ring N = 8
well depth per cell = 0.100 eV
polar displacement u0 = 0.050 nm
cell edge = 0.50 nm
polarization = 50 uC/cm2
curvature a = 160.0 eV/nm2
quartic constant b = 64000 eV/nm4
threshold k_c for N = 2: 40.0 eV/nm2
threshold k_c for N = 3: 53.3 eV/nm2
threshold k_c for N = 4: 80.0 eV/nm2
threshold k_c for N = 6: 160.0 eV/nm2
threshold k_c for N = 8: 273.1 eV/nm2
threshold k_c for N = 12: 597.1 eV/nm2
threshold k_c for N = 16: 1051.0 eV/nm2
large-N estimate at N = 8: 259.4 eV/nm2
uniform barrier N*depth = 0.800 eV
weak k = 10 eV/nm2: saddle order 8
intermediate k = 200 eV/nm2: saddle order 3
strong k = 300 eV/nm2: saddle order 1
weak: first-cell saddle = 0.1276 eV
weak: second-cell saddle = 0.1696 eV
weak: highest saddle on path = 0.1712 eV
weak: hyperplane minimum = 0.0939 eV
weak: wall energy = 30.1 mJ/m2
intermediate: soft eigenvalue = -42.84 eV/nm2
intermediate: barrier = 0.7611 eV
intermediate: leading estimate = 0.7618 eV
strong: soft eigenvalue = 15.74 eV/nm2
strong: barrier = 0.8000 eV
strong: limiting ring size = 8.40 cells
effective charge per cell = 7.80 e
applied field = 1.0 MV/cm
shift of uniform saddle = -0.00492 nm
k_c in this field = 265.2 eV/nm2
uniform coercive field = 3.95 MV/cm
rough breakdown field = 4 MV/cm
coercive/breakdown ratio = 0.99
k_c, second neighbour +0.1 k = 203.6 eV/nm2
k_c, second neighbour -0.1 k = 414.7 eV/nm2
temperature = 300 K, kT = 0.0259 eV
thermal curvature shift / a (strong k) = 0.52
moving mass per cell = 64.0 u
tunnelling crossover temperature = 18.9 K
tunnelling rate factor at 300 K = 1.0065
\end{verbatim}
